# Energy derivative of the logarithmic derivative and the enclosed norm

When a pseudopotential is built, the part of an atomic wave inside a radius $R$ is replaced by a smoother function, and one has to decide whether to spend a free parameter on keeping the charge inside $R$ unchanged. When a linearised method is set up, a radial solution at a chosen energy and its energy derivative are combined to match a prescribed value and slope at $R$, and one has to know whether such a match always exists. Both questions involve how the boundary data at $R$ change with energy.

In Hartree atomic units, the radial function $u(r,E)$ of angular momentum $l$ obeys

$$-\tfrac12 u''+\left[\frac{l(l+1)}{2r^2}+V(r)\right]u=Eu ,$$

where a prime means $d/dr$. The potential is real, local and independent of energy. It is piecewise continuous on $(0,R]$, and $r|V|$ is integrable down to the origin, which admits a Coulomb nucleus. The regular solution is fixed by $u/r^{l+1}\to1$ as $r\to0$. No condition is imposed at $R$, so $E$ may be any real number, not just an eigenvalue.

Outside $R$, the value and slope at $R$ determine the solution. Up to an overall factor, what the outer region receives from the inner one is therefore the logarithmic derivative

$$L(E)=\frac{u'(R,E)}{u(R,E)} .$$

The claim is that, wherever $u(R,E)\neq0$,

$$\frac{dL}{dE}=-\frac{2N}{u(R,E)^2},\qquad N=\int_0^R u(r,E)^2\,dr .$$

Multiplying $u$ by a constant leaves both sides unchanged. In ordinary units the factor $2$ becomes $2m/\hbar^2$.

The proof compares solutions at two energies, so their behaviour at the origin and their continuity in $E$ must be settled first. Write $u=r^{l+1}w$ and $q=2(V-E)$. Differentiating twice,

$$u''=l(l+1)r^{l-1}w+2(l+1)r^lw'+r^{l+1}w'' .$$

The radial equation says $u''=[l(l+1)/r^2+q]u$. The first term above cancels the centrifugal term, and multiplying the remainder by $r^{l+1}$ gives

$$\left(r^{2l+2}w'\right)'=r^{2l+2}q\,w .$$

Near the origin $w$ is bounded and the right side is integrable, so $r^{2l+2}w'$ has a limit there. A nonzero limit would make $w'$ behave as $r^{-2l-2}$ and $w$ diverge, against $w\to1$. The limit is zero, hence

$$r^{2l+2}w'(r)=\int_0^r s^{2l+2}q(s)w(s)\,ds .$$

Dividing by $r^{2l+2}$, integrating once more and exchanging the order of integration gives

$$w(r)=1+\int_0^r K(r,s)\,q(s)w(s)\,ds,$$

$$K(r,s)=s^{2l+2}\int_s^r\frac{dt}{t^{2l+2}}=\frac{s}{2l+1}\left[1-\left(\frac sr\right)^{2l+1}\right].$$

Solve this by iteration: $w=\sum_n w_n$ with $w_0=1$ and $w_{n+1}=\int_0^r Kq\,w_n\,ds$. Since $0\le K\le s/(2l+1)$, induction gives

$$|w_n(r)|\le\frac{A(r)^n}{n!},\qquad A(r)=\int_0^r\frac{s|q(s)|}{2l+1}\,ds ,$$

because $\int_0^r A'A^n/n!\,ds=A^{n+1}/(n+1)!$. The series converges uniformly for $0\le r\le R$ and for $E$ in any bounded set, complex values included. The same estimate applied to the difference of two bounded solutions shows that the solution is unique. Each $w_n$ is a polynomial in $E$, so the uniform limit $w$ is analytic in $E$; the integral for $r^{2l+2}w'$ gives the same property for $w'$ at fixed $r>0$. Thus $u$ and $u'$ at $R$ can be differentiated with respect to energy, and $u(r,E_2)\to u(r,E_1)$ uniformly on $[0,R]$ as $E_2\to E_1$.

Now let $u_1$ and $u_2$ be the regular solutions at real energies $E_1$ and $E_2$:

$$u_i''=\left[\frac{l(l+1)}{r^2}+2V-2E_i\right]u_i .$$

Multiply the equation for $u_2$ by $u_1$, the equation for $u_1$ by $u_2$, and subtract. The centrifugal and potential terms are common to both and cancel. On the left, $u_1u_2''-u_2u_1''$ is the derivative of $u_1u_2'-u_2u_1'$, since the products $u_1'u_2'$ cancel. Therefore

$$\left(u_1u_2'-u_2u_1'\right)'=-2(E_2-E_1)u_1u_2 .$$

At a jump of $V$ both $u$ and $u'$ remain continuous, so the integral from $0$ to $R$ acquires no extra terms. At the lower limit,

$$u_1u_2'-u_2u_1'=r^{2l+2}\left(w_1w_2'-w_2w_1'\right)\to0,$$

because $w_i\to1$ and $r^{2l+2}w_i'\to0$. What remains is

$$\left[u_1u_2'-u_2u_1'\right]_{r=R}=-2(E_2-E_1)\int_0^R u_1u_2\,dr .$$

If neither function vanishes at $R$, division by $u_1(R)u_2(R)$ turns the left side into $L(E_2)-L(E_1)$:

$$L(E_2)-L(E_1)=-2(E_2-E_1)\frac{\int_0^R u_1u_2\,dr}{u_1(R)u_2(R)} .$$

This holds for any finite energy separation. Dividing by $E_2-E_1$ and letting $E_2\to E_1$, the uniform convergence turns the integral into $N$ and the denominator into $u(R,E_1)^2$. The identity is proved.

The negative sign means that $L$ falls strictly with energy between its poles, which lie at energies where $u$ has a node at $R$. Raising $E$ lowers $u''/u$ everywhere, so the wave bends more strongly towards the axis where it is oscillatory, and less strongly away from it where the motion is classically forbidden. The change is slow when little norm lies inside $R$ compared with $u(R)^2$. For $R\to0$, where $u\approx r^{l+1}$, the norm is $R^{2l+3}/(2l+3)$ and the slope tends to $-2R/(2l+3)$: in this limit, reducing $R$ or raising $l$ weakens the energy dependence. At a finite radius a wave of high $l$ can still have a steep slope, if $u(R)^2$ is small compared with $N/R$.

The hydrogen 2s wave provides numbers. With $E_0=-0.125$ hartree, $u=r(1-r/2)e^{-r/2}$ and $R=4$ bohr, one has $L=1/R+1/(R-2)-1/2=0.25$ bohr$^{-1}$. The integral is $N=0.35159$ and $u(R)^2=0.29305$, so

$$\frac{dL}{dE}=-\frac{2\times0.35159}{0.29305}=-2.3995\ \text{bohr}^{-1}\,\text{hartree}^{-1},$$

or $-0.08818$ bohr$^{-1}$ eV$^{-1}$. Numerical integration of the radial equation at neighbouring energies gives the same slope. For a shift of $0.1$ hartree, the cross integral is $0.35358$ and the boundary values are $-0.54134$ and $-0.48571$. The two-energy identity gives

$$\Delta L=-\frac{2\times0.1\times0.35358}{0.54134\times0.48571}=-0.2689\ \text{bohr}^{-1}.$$

The slope alone predicts $-0.2400$ bohr$^{-1}$, which is too small in magnitude by about 11% of the true change.

A linearised method needs a form that survives a node at $R$. Write $\dot u=\partial u/\partial E$. In the undivided identity,

$$u_1u_2'-u_2u_1'=u_1(u_2'-u_1')-u_1'(u_2-u_1).$$

Dividing by $E_2-E_1$ and taking the limit gives, at $r=R$,

$$u\,\dot u'-u'\dot u=-2N .$$

Inside the sphere such a method uses $\alpha u+\beta\dot u$ and chooses $\alpha$ and $\beta$ to match a prescribed value and slope at $R$. The determinant of these two linear equations is $-2N$, which is never zero, so the match always exists. At the 2s node, $r=2$ bohr, $u'=-0.36788$ and $\dot u=-0.57250$. There the left side is $-u'\dot u=-0.21061$, equal to the computed $-2N$.

Some methods use $\phi=u/r$ and $D=R\phi'(R)/\phi(R)$ instead. Since $u'/u=1/r+\phi'/\phi$, one has $D=RL-1$, and therefore

$$\frac{dD}{dE}=-\frac{2\int_0^R\phi^2r^2\,dr}{R\,\phi(R)^2}.$$

Return to the pseudopotential. Suppose a pseudo-wave $\tilde u$, regular at the origin, solves the radial equation at $E_0$ with another potential of the admitted kind inside $R$, and has the same value and slope as $u$ at $R$. Then $\tilde L(E_0)=L(E_0)$. Applying the identity to each potential and subtracting,

$$\tilde L(E)-L(E)=-\frac{2(\tilde N-N)}{u(R)^2}(E-E_0)+O\!\left((E-E_0)^2\right).$$

Norm conservation, $\tilde N=N$, removes the linear error.

To see this for the 2s wave, take $\tilde u=re^{p}$ with $x=r^2$ and

$$p=-2-\frac{(x-16)^2}{512}+a\left(1-\frac{x}{16}\right)^3 .$$

The first two terms match $\ln(|u|/r)=\ln(r/2-1)-r/2$ at $r=4$ bohr, where its value and first two derivatives are $-2$, $0$ and $-1/4$. Because $d^2p/dr^2=2\,dp/dx+4r^2\,d^2p/dx^2$, the last of these requires $d^2p/dx^2=-1/256$. Using $|u|$ changes only an overall sign, which $L$ does not see. The term in $a$ vanishes at $R$ together with its first two derivatives. For $r<R$ it raises $\tilde u^2$ as $a$ grows, and the norm runs from zero to infinity, so one value of $a$ conserves it: $a=0.3920$. The potential follows from inverting the radial equation for $l=0$:

$$\tilde V=E_0+\frac{\tilde u''}{2\tilde u}=E_0+\frac12\left[p''+(p')^2+\frac{2p'}{r}\right].$$

It is finite at the origin because $p$ is a polynomial in $r^2$.

With $a=0$ the norm is $0.31930$, a defect of $-0.03229$, and the predicted mismatch slope is $2\times0.03229/0.29305=0.2204$ bohr$^{-1}$ hartree$^{-1}$. The numerical check confirms it. When $E-E_0$ doubles from $0.001$ to $0.002$ hartree, the mismatch grows by a factor $1.99$ for $a=0$ and $4.01$ for the norm-conserving wave. Over a wider range, the mismatches $\tilde L-L$ in bohr$^{-1}$ are:

| $E-E_0$ (hartree) | norm-conserving | $a=0$ |
|---:|---:|---:|
| $-0.10$ | $-0.0190$ | $-0.0324$ |
| $-0.05$ | $-0.0050$ | $-0.0135$ |
| $-0.02$ | $-0.0008$ | $-0.0048$ |
| $+0.02$ | $-0.0009$ | $+0.0040$ |
| $+0.05$ | $-0.0065$ | $+0.0084$ |
| $+0.10$ | $-0.0325$ | $+0.0102$ |

At $+0.10$ hartree the wave that violates norm conservation does better. Splitting its mismatches at $\pm0.10$ into odd and even parts gives $+0.0213$ and $-0.0111$ at the positive shift, so the two partly cancel there and add at the negative shift. Norm conservation secures first-order agreement around $E_0$; it does not promise the smaller error at a distant energy.

The cancellation of $V$ in the proof fails if the potential depends on energy. For a smooth dependence, the subtraction leaves $2[(V_2-V_1)-(E_2-E_1)]u_1u_2$, and the same limit gives

$$\frac{dL}{dE}=-\frac{2}{u(R)^2}\int_0^R\left(1-\frac{\partial V}{\partial E}\right)u^2\,dr .$$

With $V=-1/r+0.2(E-E_0)r$, the wave at $E_0$ is still the 2s function, but the slope at $R=4$ bohr is $-1.1201$ instead of $-2.3995$ bohr$^{-1}$ hartree$^{-1}$. For such a potential, matching the ordinary norm no longer guarantees matching the energy derivative; the weighted integral takes its place.

## Calculated quantities

```
l, E (hartree), R (bohr): dL/dE numerical, from norm (1/(bohr hartree))
  0, -0.125, 4: -2.39953751, -2.39953751
  1, -0.3, 2.5: -1.31084183, -1.31084183
  2, 0.4, 4: -9.49379018, -9.49379018
Hydrogen 2s: E0 = -0.125 hartree = -3.40142 eV, R = 4.0 bohr
u(R) = -0.54134113, u(R)^2 = 0.29305022 (u/r -> 1 at r = 0)
enclosed norm N = 0.35159250, total norm = 2.00000000
enclosed fraction of the 2s norm = 0.175796
L(E0) = 0.25000000 1/bohr
dL/dE from norm = -2.39953751 1/(bohr hartree)
dL/dE from numerical integration = -2.39953751 1/(bohr hartree)
dL/dE from norm = -0.08818138 1/(bohr eV)
Two energies: E0 and -0.025 hartree
cross integral = 0.35357795, u(R) at second energy = -0.48571425
L change: direct -0.26894489, identity -0.26894489 1/bohr
L change from the slope alone = -0.23995375 1/bohr
Node at r = 2 bohr: u' = -0.36787944, du/dE = -0.57250296
Wronskian = -0.21061207, -2N = -0.21061207
D(E0) = -0.00000000, dD/dE = -9.59815003 1/hartree
Pseudo-wave coefficients: p(X) = -2.00000000, dp/dx = 0.00000000 bohr^-2, d2p/dx2 = -0.00390625 bohr^-4
norm-conserving: a = 0.39197306, N = 0.35159250, V(0) = -0.157985 hartree
  dL/dE: norm -2.39953751, integration -2.39953750 1/(bohr hartree)
a = 0: a = 0.00000000, N = 0.31930150, V(0) = 0.062500 hartree
  dL/dE: norm -2.17915890, integration -2.17915890 1/(bohr hartree)
Mismatch slope for a = 0 from norm defect = 0.22037860 1/(bohr hartree)
Mismatch ratio when E-E0 doubles from 0.001 to 0.002 hartree:
  norm-conserving 4.0106, a = 0 1.9910
E-E0 (hartree): L true, mismatch norm-conserving, mismatch a = 0 (1/bohr)
  -0.10: 0.474145, -0.019040, -0.032419
  -0.05: 0.365252, -0.005015, -0.013472
  -0.02: 0.297162, -0.000849, -0.004798
  +0.02: 0.201079, -0.000944, +0.004007
  +0.05: 0.123706, -0.006528, +0.008400
  +0.10: -0.018945, -0.032459, +0.010152
Energy-dependent V, beta = 0.2 1/bohr: dL/dE = -1.12009250, corrected formula -1.12009250,
  uncorrected formula -2.39953751 1/(bohr hartree)
```
